# Why Growth Does Not Use Up an Emerging Screw Dislocation: verification in Python

```python
"""
Result under test: growth preserves the step source at an emerging screw
dislocation; every steady rotation adds one layer and restores the surface.
The local step law is V = v*(1 - r_c*curvature), with r_c = gamma*a^2/dmu.
Symbols: a = layer height = Burgers length b; gamma = step energy per length;
dmu = free energy gained per attached unit; v = straight-step speed;
omega = angular frequency in units v/r_c; mu = shear modulus.
Lattice heights are in units of b. Material inputs are rough model values.
"""
import numpy as np
from scipy.constants import e, k
from scipy.integrate import solve_ivp, quad
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(4)

# ---------- Lattice growth with no nucleation of new islands ----------
L = 24
axis = np.arange(L) - (L - 1) / 2
X, Y = np.meshgrid(axis, axis, indexing="ij")


def screw_phase(cores):
    """Elastic height offset for a list of (x, y, sign)."""
    return sum(sign * np.arctan2(Y - cy, X - cx) / (2 * np.pi)
               for cx, cy, sign in cores)


def open_sites(z):
    """A new unit needs an existing lateral neighbour at its own level."""
    p = np.pad(z, 1, constant_values=-np.inf)
    highest = np.maximum.reduce([p[:-2, 1:-1], p[2:, 1:-1],
                                 p[1:-1, :-2], p[1:-1, 2:]])
    return highest - z > 0.5


def grow(z, ticks, probability):
    z = z.copy()
    for _ in range(ticks):
        z += open_sites(z) & (rng.random(z.shape) < probability)
    return z


def step_ends(z):
    """Signed number of steps ending inside every lattice square."""
    jx = np.rint(np.diff(z, axis=0))
    jy = np.rint(np.diff(z, axis=1))
    return jx[:, :-1] + jy[1:, :] - jx[:, 1:] - jy[:-1, :]


perfect_start = (X < 0).astype(float)
perfect_end = grow(perfect_start, 500, 0.5)
perfect_added = int(np.rint((perfect_end - perfect_start).sum()))
assert not open_sites(perfect_end).any()
assert np.all(perfect_end == 1)

screw_start = screw_phase([(0, 0, 1)])
screw_end = grow(screw_start, 500, 0.5)
screw_layers = np.mean(screw_end - screw_start)
ends_before, ends_after = step_ends(screw_start), step_ends(screw_end)
assert np.count_nonzero(ends_before) == 1
assert np.array_equal(ends_before, ends_after)
assert screw_layers > 20 and open_sites(screw_end).any()

# With synchronous attachment, find the first exact return of the shape.
regular = grow(screw_start, 300, 1.0)
repeat_ticks = None
for ticks in range(1, 13):
    gain = grow(regular, ticks, 1.0) - regular
    if np.ptp(gain) < 1e-9:
        repeat_ticks, repeat_gain = ticks, gain.mean()
        break
assert repeat_ticks == 4 and abs(repeat_gain - 1) < 1e-9

# Opposite screws keep producing steps until they annihilate.
pair_phase = screw_phase([(-5, 0, 1), (5, 0, -1)])
pair_end = grow(pair_phase, 300, 0.5)
pair_layers = np.mean(pair_end - pair_phase)
assert pair_layers > 10 and open_sites(pair_end).any()
assert np.count_nonzero(step_ends(pair_end)) == 2
assert step_ends(pair_end).sum() == 0
annihilated = np.rint(pair_end - pair_phase)
after_loss = grow(annihilated, 1000, 0.5)
loss_layers = np.mean(after_loss - annihilated)
assert not open_sites(after_loss).any()
assert np.ptp(after_loss) == 0


# ---------- Steady spiral: shooting for its angular frequency ----------
def rotation_rate(strain=0.0):
    """strain = hollow-core radius / critical radius."""
    r0 = strain if strain > 0 else 1e-4
    s0 = 0.0 if strain > 0 else r0**2 / 2

    def tangent(r, s):
        return s[0] - r

    def collapse(r, s):
        return s[0] + 0.5 * r

    tangent.terminal = collapse.terminal = True
    low, high = 0.1, 0.6
    for _ in range(25):
        omega = (low + high) / 2

        def slope(r, s):
            c = np.sqrt(max(r * r - s[0]**2, 0.0))
            return [r * (1 - strain / r**2 - omega * c)]

        run = solve_ivp(slope, (r0, 15), [s0], rtol=1e-8, atol=1e-10,
                        events=(tangent, collapse))
        if len(run.t_events[0]):
            low = omega
        else:
            assert len(run.t_events[1])
            high = omega
    return (low + high) / 2


omega = rotation_rate()
spacing_ratio = 2 * np.pi / omega

# Independent time evolution from an Archimedean spiral of another pitch.
N, dr = 500, 0.1
radius = (np.arange(N) + 0.5) * dr
face = np.arange(N + 1) * dr


def spiral_motion(t, theta):
    gradient = np.diff(theta) / dr
    q = face * np.concatenate(([0.0], gradient, [gradient[-1]]))
    flux = face * q / np.sqrt(1 + q * q)
    curvature = -np.diff(flux) / dr / radius
    qc = (q[1:] + q[:-1]) / 2
    return np.sqrt(1 + qc * qc) / radius * (1 - curvature)


run = solve_ivp(spiral_motion, (0, 120), -radius / 2, method="LSODA",
                t_eval=[100, 120], lband=1, uband=1, rtol=1e-6, atol=1e-7)
assert run.success
rates = (run.y[:, 1] - run.y[:, 0]) / 20
omega_core, omega_far = rates[5], rates[300]
assert abs(omega_core / omega - 1) < 0.01
assert abs(omega_far / omega - 1) < 0.01
theta_end = run.y[:, 1]
inner_theta = np.interp(25, radius, theta_end)
outer_r = np.interp(inner_theta - 2 * np.pi, theta_end[::-1], radius[::-1])
measured_gap = outer_r - 25
# At finite radius, curvature lowers the spacing by a few percent.
assert abs(measured_gap / spacing_ratio - 1) < 0.05

# ---------- Example: rough SrTiO3(001) film-growth parameters ----------
a = 0.39                 # nm
temperature = 1000.0     # K
gamma = 1.0              # eV/nm
dmu = 0.02               # eV per unit cell
v = 5.0                  # nm/s
shear_GPa = 120.0
film = 100.0             # nm
diffusion_barrier = 1.0  # eV
adatom_energy = 0.6      # eV
attempt = 1e13           # 1/s
kT = k * temperature / e
mu = shear_GPa * 1e-18 / e   # eV/nm^3

r_c = gamma * a**2 / dmu
barrier = np.pi * gamma**2 * a**2 / dmu
island = minimize_scalar(
    lambda r: -(2 * np.pi * r * gamma - np.pi * r**2 * dmu / a**2),
    bounds=(0.01, 50), method="bounded")
assert abs(island.x / r_c - 1) < 1e-5
assert abs(-island.fun / barrier - 1) < 1e-8


def pinned_step_has_barrier(separation):
    """Energy of a circular arc, with gamma = r_c = 1."""
    phi = np.linspace(0.01, np.pi - 0.01, 5000)
    R = separation / (2 * np.sin(phi))
    energy = 2 * R * phi - R**2 * (phi - np.sin(phi) * np.cos(phi))
    return bool(np.any(np.diff(energy) > 0))


assert pinned_step_has_barrier(1.98)
assert not pinned_step_has_barrier(2.02)

spacing = spacing_ratio * r_c
period = spacing / v
growth_rate = a / period
slope_degrees = np.degrees(np.arctan(a / spacing))
turns = film / a
film_time = turns * period

# Elastic cost of extending the line by one Burgers length.
hollow = mu * a**3 / (8 * np.pi**2 * gamma)
line_cost = mu * a**3 / (4 * np.pi) * np.log(spacing / hollow)
layer_gain = np.pi * (spacing**2 - hollow**2) * dmu / a**2


def numerical_energy_density(r):
    x, y, h = r * np.cos(0.7), r * np.sin(0.7), r * 1e-4
    def uz(px, py):
        return a * np.arctan2(py, px) / (2 * np.pi)
    gx = (uz(x + h, y) - uz(x - h, y)) / (2 * h)
    gy = (uz(x, y + h) - uz(x, y - h)) / (2 * h)
    return mu * (gx**2 + gy**2) / 2


elastic_integral = quad(
    lambda q: 2 * np.pi * np.exp(2 * q) * numerical_energy_density(np.exp(q)),
    np.log(hollow), np.log(spacing))[0] * a
assert abs(elastic_integral / line_cost - 1) < 1e-5
wall_balance = numerical_energy_density(hollow) * a * hollow / gamma
assert abs(wall_balance - 1) < 1e-5
assert layer_gain > line_cost

# ---------- Sizes of neglected effects ----------
strained_omega = rotation_rate(hollow / r_c)
strain_change = 100 * (strained_omega / omega - 1)
drive = dmu / kT
u = np.linspace(0, 1, 1001)
full_law = (np.exp(drive) - np.exp(drive * u)) / np.expm1(drive)
linear_error = 100 * np.max(np.abs(full_law - (1 - u)))

diffusivity = a**2 * attempt * np.exp(-diffusion_barrier / kT)
arrival = growth_rate / a**3
excess = np.exp(-adatom_energy / kT) / a**2 * np.expm1(drive)
density_drop = arrival * spacing**2 / (8 * diffusivity)
depletion = 100 * density_drop / excess
# Direct diffusion solve, with density measured from its step-edge value.
M = 99
matrix = 2 * np.eye(M) - np.eye(M, k=1) - np.eye(M, k=-1)
h = spacing / (M + 1)
profile = np.linalg.solve(matrix, np.full(M, arrival * h**2 / diffusivity))
assert abs(profile.max() / density_drop - 1) < 1e-8


def square_spiral_spacing(dt):
    """Sides move at 1 - 2/length, in units r_c = v = 1."""
    lengths = np.array([0.0, 4.0, 20.0, 40.0])
    births, time = [], 0.0
    while len(births) < 24:
        speed = 1 - 2 / np.maximum(lengths, 2)
        outer = np.append(speed[1:], 1.0)
        inner = np.insert(speed[:-1], 0, 0.0)
        lengths += dt * (outer + inner)
        time += dt
        assert time < 500
        if lengths[0] >= 2:
            lengths = np.insert(lengths, 0, 0.0)
            births.append(time)
    return births[-1] - births[-5], births[-5] - births[-9]


square_ratio, previous_square = square_spiral_spacing(0.004)
square_check, _ = square_spiral_spacing(0.008)
assert abs(square_ratio / previous_square - 1) < 0.01
assert abs(square_ratio / square_check - 1) < 0.01

# ---------- Numbers for the text ----------
print(f"Lattice columns: {L*L}")
print(f"Perfect crystal: units added before arrest = {perfect_added}")
print(f"One screw: mean layers in 500 random ticks = {screw_layers:.1f}")
print(f"One screw: step ends before, after = "
      f"{np.count_nonzero(ends_before)}, {np.count_nonzero(ends_after)}")
print(f"Synchronous repeat = {repeat_ticks} ticks")
print(f"Height gained per repeat = {repeat_gain:.0f} layer")
print(f"Opposite pair: layers in 300 ticks = {pair_layers:.1f}")
print(f"After annihilation: layers before arrest = {loss_layers:.2f}")
print(f"Steady omega = {omega:.5f} v/r_c")
print(f"Time-evolution omega near core = {omega_core:.5f} v/r_c")
print(f"Time-evolution omega far out = {omega_far:.5f} v/r_c")
print(f"Distant spacing = {spacing_ratio:.3f} r_c")
print(f"Simulated spacing starting at 25 r_c = {measured_gap:.3f} r_c")
print("SrTiO3(001), rough model inputs:")
print(f"Layer height and Burgers length = {a:.2f} nm")
print(f"Temperature = {temperature:.0f} K; kT = {kT:.4f} eV")
print(f"Step energy = {gamma:.2f} eV/nm")
print(f"Driving free energy = {dmu:.3f} eV per cell")
print(f"Straight-step speed = {v:.1f} nm/s")
print(f"Shear modulus = {shear_GPa:.0f} GPa")
print(f"Diffusion barrier = {diffusion_barrier:.1f} eV")
print(f"Adatom formation energy = {adatom_energy:.1f} eV")
print(f"Attempt frequency = {attempt:.1e} 1/s")
print("Results:")
print(f"Critical radius = {r_c:.3f} nm")
print(f"Minimum opposite-pair separation = {2*r_c:.2f} nm")
print(f"Step spacing = {spacing:.1f} nm")
print(f"Rotation period = {period:.2f} s")
print(f"Growth rate = {growth_rate:.5f} nm/s = {60*growth_rate:.3f} nm/min")
print(f"Hillock slope = {slope_degrees:.3f} degrees")
print(f"Film thickness = added line length = {film:.0f} nm")
print(f"Turns for film = {turns:.1f}")
print(f"Time for film = {film_time/3600:.2f} h")
print(f"Line-energy cost per turn = {line_cost:.2f} eV")
print(f"Layer free-energy gain within one spacing = {layer_gain:.0f} eV")
print("Neglected effects:")
print(f"Island barrier = {barrier:.2f} eV = {barrier/kT:.0f} kT")
print(f"Estimated hollow-core radius = {hollow:.3f} nm")
print(f"Strain change in rotation rate = {strain_change:.1f} %")
print(f"Largest linear-law error = {linear_error:.2f} % of v")
print(f"Surface diffusivity = {diffusivity:.2e} nm^2/s")
print(f"Terrace density variation = {depletion:.2f} % of excess")
print(f"Square-spiral spacing = {square_ratio:.2f} r_c "
      f"= {square_ratio*r_c:.1f} nm")
print("OK")
```

Output:

```
Lattice columns: 576
Perfect crystal: units added before arrest = 288
One screw: mean layers in 500 random ticks = 57.1
One screw: step ends before, after = 1, 1
Synchronous repeat = 4 ticks
Height gained per repeat = 1 layer
Opposite pair: layers in 300 ticks = 36.9
After annihilation: layers before arrest = 2.11
Steady omega = 0.33096 v/r_c
Time-evolution omega near core = 0.33102 v/r_c
Time-evolution omega far out = 0.33102 v/r_c
Distant spacing = 18.985 r_c
Simulated spacing starting at 25 r_c = 18.483 r_c
SrTiO3(001), rough model inputs:
Layer height and Burgers length = 0.39 nm
Temperature = 1000 K; kT = 0.0862 eV
Step energy = 1.00 eV/nm
Driving free energy = 0.020 eV per cell
Straight-step speed = 5.0 nm/s
Shear modulus = 120 GPa
Diffusion barrier = 1.0 eV
Adatom formation energy = 0.6 eV
Attempt frequency = 1.0e+13 1/s
Results:
Critical radius = 7.605 nm
Minimum opposite-pair separation = 15.21 nm
Step spacing = 144.4 nm
Rotation period = 28.88 s
Growth rate = 0.01351 nm/s = 0.810 nm/min
Hillock slope = 0.155 degrees
Film thickness = added line length = 100 nm
Turns for film = 256.4
Time for film = 2.06 h
Line-energy cost per turn = 19.61 eV
Layer free-energy gain within one spacing = 8611 eV
Neglected effects:
Island barrier = 23.89 eV = 277 kT
Estimated hollow-core radius = 0.563 nm
Strain change in rotation rate = -11.6 %
Largest linear-law error = 2.90 % of v
Surface diffusivity = 1.39e+07 nm^2/s
Terrace density variation = 2.63 % of excess
Square-spiral spacing = 19.24 r_c = 146.3 nm
OK
```
